Nonlocal Spin Valve with Tunnel Contacts: Signal and Hanle Curve, part 2

A long, thin, nonmagnetic metal channel lies along x, with resistivity ρ, cross-section A, diffusion constant D, spin lifetime τ and diffusion length λ = √(Dτ). A ferromagnetic injector of polarization P₁ at x = 0 feeds in a current I, positive into the channel, which leaves at the far left end. A ferromagnetic detector of polarization P₂ at x = L draws no current, and its voltage is measured against a nonmagnetic probe at the far right. Contact widths and transverse dimensions are much smaller than λ, so the contacts are treated as points and the problem as one-dimensional. We write l = L/λ and RN = ρλ/A.

The spin charge density q (excess charge per volume) and the spin potential μs (in volts) are related by μs = ρDq. In the tunnel limit, where the contact resistances greatly exceed RN, the injector supplies the spin current P₁I, and the detector floats at P₂μs above the mean potential. In the arm x < 0, drift at velocity v, positive toward +x, gives the spin current density js = vq − D dq/dx, and its strength is w = vλ/(2D). There is no drift at x > 0.

Part I treated the signal without a magnetic field. In the tunnel limit the parallel and antiparallel resistances are ±(P₁P₂RN/2)exp(−l), and their difference is

ΔR = P₁P₂ (ρλ/A) exp(−L/λ).  (10)

For finite contact resistances R₁ and R₂, with E = exp(−L/λ), the results are

r₁ = (1 − P₁²)RN/(2R₁),  r₂ = (1 − P₂²)RN/(2R₂),  (8)

ΔR = P₁P₂RN E/[(1 + r₁)(1 + r₂) − r₁r₂E²].  (9)

The example of section 8 has ρ = 3×10⁻⁸ Ω m, A = 10⁻¹⁴ m², D = 0.01 m²/s, τ = 25 ps, L = 1 µm, P₁ = P₂ = 0.2, both contact resistances 1 kΩ, and I = 100 µA. Hence λ = 0.5 µm, l = 2, RN = 1.5 Ω and w = 1.2×10⁻⁵.

Part II now adds a magnetic field, which makes the spins precess, and derives the Hanle curve.

### 10. Precession as a complex decay rate

Let the contact magnetizations lie along ±y, and apply a magnetic field B along z, perpendicular to them. For the present the magnetizations are assumed to stay fixed. The injected spins point along y and precess in the xy plane, so the spin density becomes a vector s.

An electron with spin angular momentum J has magnetic moment −gμ_B J/ħ, where μ_B is the Bohr magneton. The torque on it is the moment crossed with the field:

dJ/dt = −(gμ_B/ħ) J × B = (gμ_B/ħ) B × J.

With B = Bẑ and

ω = gμ_B B/ħ,  (12)

the spin turns about +z at the angular frequency ω. The vector ẑ × s has x component −s_y and y component +s_x, so precession alone gives

ds_y/dt = ωs_x,  ds_x/dt = −ωs_y.

Combine the two components into S = s_y + i s_x. Then

dS/dt = ωs_x − iωs_y = −iω(s_y + i s_x) = −iωS.

The last step uses −i·i = 1. Precession multiplies S by exp(−iωt), and the real part of S is the component along the contact axis.

The spin charge density is proportional to the spin density, so it obeys the same linear equation. From here on S is measured in those units: at B = 0 it equals the q of Part I. Assume that relaxation is isotropic, so that both components decay with the same τ. In the steady state at x > 0, diffusion, relaxation and precession balance:

D d²S/dx² − S/τ − iωS = 0.

Multiplying by τ and using Dτ = λ² gives

λ² d²S/dx² = κ²S,  κ = √(1 + iωτ),  Re κ > 0.  (13)

The field has replaced the decay rate 1/τ by the complex rate (1 + iωτ)/τ. The solution that vanishes far to the right is S(x) = S(0)exp(−κx/λ). The real part of κ shortens the decay length, and its imaginary part turns the spin with distance.

### 11. Matching at the injector

In the arm x < 0 the drift term is kept for the moment:

D d²S/dx² − v dS/dx − κ²S/τ = 0.

Insert S = S(0)exp(kx) and multiply by λ²/D = τ. With vλ/D = 2w this becomes

(λk)² − 2w(λk) − κ² = 0,  λk = w + √(κ² + w²).

The square root is taken with positive real part. This root describes decay to the left for either sign of w. For a complex number z with Re z > 0, the real part of √z is √[(|z| + Re z)/2], which is at least √(Re z). Here Re z = 1 + w², so the real part of the square root is at least √(1 + w²) and exceeds |w|. Hence Re k > 0.

The flux density leaving to the left is D dS/dx − vS at x = 0. It equals (D/λ)(λk − 2w)S(0) = (D/λ)[√(κ² + w²) − w]S(0). The flux density to the right is (D/λ)κS(0). The injector supplies P₁I/A along y, which is real. Equating supply and outflow gives

S(0) = (P₁Iλ/AD)/[κ + √(κ² + w²) − w],

and therefore

S(L) = (P₁Iλ/AD) exp(−κl)/[κ + √(κ² + w²) − w].  (14)

This step assumes that the contacts carry away a negligible amount of spin, including the component transverse to their magnetization. The finite-resistance formula of Part I was derived for collinear spins. It does not describe transverse absorption and should not be combined with the Hanle curve without a separate contact model.

For small w the denominator is 2κ − w to first order. The complex amplitude then changes by the relative amount w/(2κ). Its modulus is at most |w|/2, because |κ| ≥ 1. In the example of section 8 this is 6×10⁻⁶ or less, and drift is dropped from here on.

### 12. The closed form

With w = 0, (14) becomes S(L) = (P₁Iλ/2AD) exp(−κl)/κ. The conductances of the detector distinguish spins along its own axis, so it responds to Re S. Converting to a potential with μs = ρD Re S cancels D, and multiplying by P₂ gives the voltage. Division by I yields

R(B) = ±(P₁P₂ρλ/2A) Re[exp(−κL/λ)/κ],  κ = √(1 + iωτ).  (15)

The upper sign belongs to parallel contacts and the lower sign to antiparallel ones. The difference between configurations is twice the upper curve. At B = 0, κ = 1 and the result of Part I returns.

To obtain a real expression, write κ = a + ib. Squaring gives

a² − b² = 1,  2ab = ωτ.

The modulus of κ² is a² + b² = √(1 + ω²τ²). Adding and subtracting the equation a² − b² = 1 gives

a = √{[√(1 + ω²τ²) + 1]/2},  |b| = √{[√(1 + ω²τ²) − 1]/2},

and b has the sign of ω because a > 0. Next,

exp(−κl)/κ = exp(−al)(cos bl − i sin bl)(a − ib)/(a² + b²).

In the product of the two brackets, the real terms are a cos bl and (−i)(−i)b sin bl = −b sin bl. Hence

Re[exp(−κl)/κ] = exp(−al)(a cos bl − b sin bl)/(a² + b²).  (16)

Reversing the field changes the sign of b and leaves (16) unchanged. With collinear contacts perpendicular to the field, the curve does not reveal the sense of rotation.

The polar form shows the sign changes. Let θ = arctan(b/a), so that a = |κ|cos θ and b = |κ|sin θ. The addition theorem for the cosine turns (16) into

Re[exp(−κl)/κ] = exp(−al) cos(bl + θ)/|κ|.  (17)

For ω > 0 both b and θ grow with the field, and the first zero lies where

bl + arctan(b/a) = π/2.  (18)

The phase bl is the angle by which the direction of the net spin turns between injector and detector. The phase θ comes from the accumulation at the injector itself, which is already a mixture of spins of different ages. For L = 0 this second phase alone remains. It stays below π/4 because b < a, so the curve has no zero. For L > 0, b grows without limit, and zeros appear.

At high field, ωτ ≫ 1, both a and b approach √(ωτ/2). The signal then decays with distance over the length

λ/a ≈ λ√(2/(ωτ)) = √(2D/ω),

which does not contain τ. It is of the order of the distance a spin diffuses during one radian of precession. The contact widths along x must also be small compared with this length; otherwise the treatment as points becomes inaccurate even if they are small compared with λ. A transverse dimension across which the contacts inject evenly is not restricted in this way, because the spin density does not vary along it. If the injection is uneven, a transverse dimension larger than this length can also make the one-dimensional treatment fail.

### 13. The curve as an average over arrival times

Equation (15) has a second reading. A spin released at x = 0 at time zero is found near x = L at time t with the diffusive probability density

p(L,t) = exp[−L²/(4Dt)]/√(4πDt).

On the way it decays by exp(−t/τ) and rotates by exp(−iωt). In the steady state spins of all ages are present, so S(L) should be proportional to

g(L) = ∫₀^∞ p(L,t) exp(−ct) dt,  c = (1 + iωτ)/τ.

To evaluate this integral, regard it as a function g(x) of position. The density obeys ∂p/∂t = D ∂²p/∂x² and starts as p(x,0) = δ(x). Multiply the diffusion equation by exp(−ct) and integrate over time. On the left, integration by parts gives −δ(x) + c g(x), since the boundary term at infinite time vanishes. Thus

D d²g/dx² = c g − δ(x).

Away from x = 0 the decaying solution is g(0)exp(−|x|√(c/D)). The delta function requires the slope to jump by −1/D at x = 0. The slope of this solution jumps by −2√(c/D)g(0), so g(0) = 1/(2√(cD)). From the definition of c, √(cD) = κ√(D/τ) = κλ/τ and L√(c/D) = κl. Therefore

∫₀^∞ p(L,t) exp(−t/τ) exp(−iωt) dt = (τ/2λ) exp(−κl)/κ.  (19)

This is the function in (15). Divided by its value at zero field, the Hanle curve is

R(B)/R(0) = ⟨cos ωt⟩,  (20)

where the average is taken over arrival times with the weight p(L,t)exp(−t/τ). Arrival time here means the time since injection of a spin that is present at x = L. Such a spin may have passed this point before, so this is not the time of its first arrival. The signal first falls with field because the spins turn away from the detector axis. If all of them arrived at the same time, it would then oscillate with constant amplitude. The oscillation is damped because spins that arrive at different times have turned through different angles.

The moments of the arrival time follow from derivatives. Measure time in units of τ and let u stand for 1 + iωτ. By (19) the weighted integral of exp[−(u − 1)t/τ] is proportional to

F(u) = u^(−1/2) exp(−l u^(1/2)).

Each derivative with respect to u brings down a factor −t/τ, so ⟨t⟩ = −τF′(1)/F(1) and ⟨t²⟩ = τ²F″(1)/F(1). The first derivative is

F′ = −exp(−l u^(1/2)) [u^(−3/2)/2 + l u^(−1)/2].

In the second derivative, the exponential contributes l u^(−2)/4 + l²u^(−3/2)/4, and the bracket contributes 3u^(−5/2)/4 + l u^(−2)/2, all multiplied by exp(−l u^(1/2)). At u = 1 this gives

⟨t⟩ = τ(1 + l)/2,  ⟨t²⟩ = τ²(3 + 3l + l²)/4.  (21)

For l ≫ 1 the mean time is τl/2 = L/(2√(D/τ)). It grows linearly with L, although free diffusion over a distance L takes a time of order L²/D. The weight exp(−t/τ) removes the late arrivals, so the spins that are still polarized at the detector are the ones that came early.

At low field, cos ωt ≈ 1 − ω²t²/2 in (20) gives

R(B)/R(0) ≈ 1 − ω²⟨t²⟩/2.  (22)

Since cos y ≥ 1 − y²/2 for every real y, the full curve lies on or above this parabola. A longer channel increases ⟨t²⟩/τ² and narrows the central peak.

### 14. The area under the curve

For L > 0, and if the magnetizations stay fixed at every field, the negative parts of the Hanle curve balance the positive parts. In terms of u = 1 + iωτ, an integral over all fields runs along the vertical line Re u = 1. The function F(u) is analytic on this line and to its right. Close the path there with an arc of radius ϱ about u = 0. On the arc the phase of u lies between −π/2 and π/2, so the real part of u^(1/2) is at least √(ϱ/2). The arc is shorter than πϱ, and its contribution is at most

πϱ · ϱ^(−1/2) exp[−l√(ϱ/2)],

which tends to zero for l > 0. The closed path encloses no singularity, so the integral along the line vanishes as well. On the line du = iτ dω, so the integral of F over all ω is also zero. The real part of F is proportional to R(B), and ω is proportional to B, hence

∫ R(B) dB = 0,  over all B from −∞ to ∞.  (23)

In the language of arrival times, integrating cos ωt over all ω selects t = 0, and no spin covers a finite distance in zero time. A measurement over a finite range of field need not give zero area. Nor does the rule hold in general for real contacts, whose magnetizations tilt toward a strong field (section 16). For L = 0 the argument fails because the exponential is absent; the curve is then positive at every field.

### 15. The example with a field

Use the channel of section 8, with τ = 25 ps, l = 2 and P₁ = P₂ = 0.2, and take g = 2. Equation (12) gives ωτ = 4.397 for a field of 1 T, so ωτ = 1 at 0.227 T. The prefactor in (15) is 0.04 × 1.5 Ω/2 = 30 mΩ. At zero field the parallel resistance is 30 mΩ × 0.1353 = 4.06 mΩ. If the magnetizations stay fixed, (16) gives for parallel contacts:

B = 0.1 T: R = +2.98 mΩ
B = 0.2 T: R = +1.16 mΩ
B = 0.3 T: R = −0.08 mΩ
B = 0.5 T: R = −0.89 mΩ
B = 1.0 T: R = −0.50 mΩ

Condition (18), solved with a bracketing root finder, puts the first zero at ωτ = 1.280, or B = 0.291 T. There a = 1.145 and b = 0.5585. The two phases are bl = 1.117 and arctan(0.5585/1.145) = 0.454, and their sum is 1.571, which is π/2. Over a quarter of the required phase thus comes from the accumulation at the injector. These values are for point contacts. If both contacts act evenly over a width of 100 nm along x, with L measured between their centers, the zero-field resistance becomes 4.07 mΩ and the first zero moves to 0.292 T; for a width of 200 nm the values are 4.11 mΩ and 0.295 T.

Numerical minimization of (16) beyond the first zero gives R = −0.92 mΩ at B = 0.56 T. The negative lobe is about 23 percent as deep as the central peak is high. It is shallow because the arrival times are widely spread: by (21), their mean is 25 ps × 3/2 = 37.5 ps, and their root mean square is 25 ps × √(13/4) = 45 ps. The standard deviation is therefore 25 ps × √(13/4 − 9/4) = 25 ps, two thirds of the mean.

At B = 0.05 T, ωτ = 0.220, and the parabola (22) gives R(B)/R(0) = 1 − 0.220² × 3.25/2 = 0.921. The full expression gives 0.925.

### 16. When the magnetizations tilt

At a few tenths of a tesla, the assumption of fixed magnetizations depends on the anisotropy of the contacts. Suppose that the field tilts both magnetizations toward +z by the same angle β. The injected spin then has a part cos β along ±y, which precesses, and a part sin β along z, which does not precess and reaches the detector with the factor exp(−l). The detector projects the arriving spin onto its own tilted axis, which adds a second factor cos β or sin β to each part. With H = Re[exp(−κl)/κ],

R(B) = (P₁P₂RN/2)[±cos²β H + sin²β exp(−l)].

The second term has the same sign in both configurations, because both magnetizations tilt toward the field. It cancels in the difference:

ΔR(B) = P₁P₂RN cos²β H.

A single configuration may therefore rise again at high field as β approaches 90°, because the injected spins then lie almost along the field and only their small transverse part precesses. In the example of section 15, a tilt with sin²β = 0.31 at 1 T would change the parallel resistance from −0.50 mΩ to +0.91 mΩ. The tilt also matters at the fields of the negative lobe. If sin β = B/Bs with a saturation field Bs = 1.8 T, which gives that tilt at 1 T, the minimum of the parallel curve is −0.52 mΩ near 0.47 T instead of −0.92 mΩ at 0.56 T. For Bs = 1 T the parallel curve does not become negative at all. As long as β is below 90°, the difference of the two configurations keeps its zeros at the fields given by (17), while its height is multiplied by cos²β. Once both magnetizations point fully along the field, the two configurations are the same and the difference vanishes. This holds for equal tilt, isotropic relaxation and contacts in the tunnel limit.

Numerical values quoted here were computed with a short program.
